# Effective proton hop time in water from the diffusion coefficient

## Problem

An excess proton in liquid water near room temperature has a diffusion coefficient $D=9.3\times10^{-9}\ \mathrm{m^2/s}$. Suppose that its charge moves in separate hops of length $a=0.25$ nm, and that the directions of different hops are uncorrelated.

(a) Derive the relation between $D$, $a$ and the mean time $\tau$ between hops, and estimate $\tau$.

(b) How does the answer change if hops remember the direction of the previous hop, if the whole ion also drifts, or if the hop length or temperature is different?

(c) Can the same hop time be used for acid in a photoresist during its bake?

## Solution to (a)

**What moves.** An excess proton sits on a water molecule and makes it a hydronium ion, $\mathrm{H_3O^+}$. When one of the ion's protons passes to a neighbouring molecule, the neighbour becomes the ion. The excess charge has then moved by about the distance between two oxygen atoms, although the proton that crossed has moved less. The length $a$ is the displacement of the charge.

**The diffusion side.** Let $G(\mathbf r,t)$ be the probability density of finding the charge at $\mathbf r$ at time $t$, when it started at the origin. In a uniform, isotropic liquid it obeys

$$\frac{\partial G}{\partial t}=D\nabla^2G .$$

Multiply by $r^2$ and integrate over all space. The left side becomes the rate of change of the mean square displacement:

$$\frac{d}{dt}\langle R^2\rangle=D\int r^2\,\nabla^2G\,d^3r .$$

Two integrations by parts move the Laplacian from $G$ to $r^2$. Each changes the sign once, so the final sign is positive. The surface terms vanish because $G$ falls off as a Gaussian at large distance. Since $r^2=x^2+y^2+z^2$, each axis contributes 2 to the Laplacian, and $\nabla^2r^2=6$. With $\int G\,d^3r=1$,

$$\frac{d}{dt}\langle R^2\rangle=6D,\qquad \langle R^2\rangle=6Dt .$$

The constant of integration is zero because the charge starts at the origin. Along a single axis the same argument gives $\langle x^2\rangle=2Dt$.

**The hopping side.** After $N$ hops the displacement is $\mathbf R=a\sum_{i=1}^N\mathbf u_i$, where $\mathbf u_i$ is the unit vector along hop $i$. Squaring the sum and separating equal from unequal indices gives

$$\langle R^2\rangle_N=a^2\sum_{i=1}^N\langle\mathbf u_i\cdot\mathbf u_i\rangle+2a^2\sum_{i<j}\langle\mathbf u_i\cdot\mathbf u_j\rangle .$$

Every term in the first sum is 1. Every term in the second is zero, which is what uncorrelated directions means. Hence $\langle R^2\rangle_N=Na^2$.

The number of hops in a time $t$ varies from one charge to another. If the waiting times are independent of the directions, we may average over $N$ afterwards, which gives $\langle R^2\rangle=\langle N\rangle a^2$. In a steady state the mean number of hops per unit time is a constant $\nu$, so $\langle N\rangle=\nu t$. A long record of duration $T$ contains $\nu T$ hops, and the waits between them fill the record. Their mean is therefore $\tau=T/(\nu T)=1/\nu$. Thus

$$\langle R^2\rangle=\frac{a^2t}{\tau}.$$

In the steady state this needs a finite mean wait, but not a particular distribution of waits. If the clock starts at a hop and very long waits are common, the steady rate may be reached only after many mean waits. Equating the two expressions for $\langle R^2\rangle$ and cancelling $t$ gives

$$\frac{a^2}{\tau}=6D,\qquad \boxed{\tau=\frac{a^2}{6D}} .$$

No physical constant appears, so the relation has the same form in atomic units.

**The number.** One square metre is $10^{18}\ \mathrm{nm^2}$ and one second is $10^{12}$ ps, so $D=9.3\times10^{-3}\ \mathrm{nm^2/ps}$. Then

$$\tau=\frac{(0.25)^2}{6\times9.3\times10^{-3}}\ \mathrm{ps}=\frac{0.0625}{0.0558}\ \mathrm{ps}=1.12\ \mathrm{ps}.$$

In atomic units of time this is about $4.6\times10^4$. The hop length is rounded more coarsely than $D$ and also enters squared, so its rounding matters most. Lengths of 0.245 and 0.255 nm, which both border on the stated 0.25 nm, give 1.08 and 1.17 ps. The estimate is therefore about 1.1 ps.

**Reading the number.** In 1 ns the charge makes on average 893 effective hops, with a total path of $893\times0.25=223$ nm. Its root-mean-square displacement is much smaller:

$$\sqrt{6Dt}=\sqrt{0.0558\times1000}\ \mathrm{nm}=7.47\ \mathrm{nm}.$$

The path grows in proportion to time and the displacement as its square root, because the directions largely cancel.

**Two details of the relation.** If the hops have unequal lengths that are independent of their directions, the first sum contains the squares of the individual lengths, and $a^2$ is replaced by $\langle a^2\rangle$. Take hops of 0.15 and 0.35 nm with equal probability. Their mean length is still 0.25 nm, but their mean square is $(0.0225+0.1225)/2=0.0725\ \mathrm{nm^2}$, and $\tau$ becomes 1.30 ps.

The factor 6 belongs to motion in three dimensions. If all hops lay on one line and $D$ were the coefficient along that line, the relation would be $\tau=a^2/(2D)$, which gives 3.36 ps.

Simulated walks test these statements. Each used the hop time from the formula and measured $D$ from the mean square displacement of 60,000 walkers. With exponentially distributed waits the measured $D$ was 0.9995 of the input. With a narrower distribution, whose standard deviation was half its mean, it was 1.0030. The mixed lengths gave 0.9975 and the walk on a line 0.9944.

## Solution to (b)

**Memory of direction.** Water molecules tend to have four hydrogen-bonded neighbours in a roughly tetrahedral arrangement. As a model, let the charge hop on a perfect tetrahedral network, the diamond lattice. Let $q$ be the probability that a hop immediately reverses the previous one, and let the other three bonds share the remaining probability equally.

Call the four unit bond vectors at one type of site $\mathbf v_1,\dots,\mathbf v_4$. By symmetry they add to zero. At the other type of site the bonds point the opposite way. If the last hop was along $\mathbf v_j$, the charge is now at a site of the second type, and its next hop is along some $-\mathbf v_k$. The choice $k=j$ is the return. The mean direction of the next hop is

$$-q\,\mathbf v_j-\frac{1-q}{3}\sum_{k\ne j}\mathbf v_k=-q\,\mathbf v_j+\frac{1-q}{3}\,\mathbf v_j=c\,\mathbf v_j,\qquad c=\frac{1-4q}{3}.$$

The first equality uses $\sum_{k\neq j}\mathbf v_k=-\mathbf v_j$. Starting from the other type of site reverses all the vectors and leaves $c$ unchanged. Each further hop multiplies the mean direction by another factor $c$, so

$$\langle\mathbf u_i\cdot\mathbf u_{i+k}\rangle=c^k .$$

The cross terms no longer vanish. When hop $N+1$ is added to a walk of $N$ hops, the mean square displacement grows by the square of the new hop plus twice its products with all earlier ones:

$$\langle R^2\rangle_{N+1}-\langle R^2\rangle_N=a^2\left(1+2\sum_{k=1}^{N}c^k\right).$$

For $|c|<1$ and large $N$ the geometric sum tends to $c/(1-c)$. The growth per hop is then $fa^2$, with

$$f=1+\frac{2c}{1-c}=\frac{1+c}{1-c}=\frac{2(1-q)}{1+2q}.$$

The last form follows from $1+c=4(1-q)/3$ and $1-c=(2+4q)/3$. With the true mean hop time written as $\tau_{\mathrm h}$, the diffusion coefficient is $D=fa^2/(6\tau_{\mathrm h})$, so

$$\tau_{\mathrm h}=\frac{fa^2}{6D}=f\tau .$$

This explains the word "effective". The time $\tau$ is the step time of an uncorrelated walk with the same $D$ and $a$. It equals the true mean hop time only when $f=1$.

The cases are instructive when $D$ and $a$ are held fixed:

- For $q=1/4$ all four bonds are equally likely, $c=0$, and $\tau_{\mathrm h}=1.12$ ps.
- For $q=1/3$ the factor is $f=0.8$ and $\tau_{\mathrm h}=0.90$ ps. This value of $q$ follows if each of the ion's three protons is equally likely to leave, one of them through the bond just used. The factor 0.8 also assumes that the molecules' orientations are randomised between hops, so that the other three bonds remain equally likely. With fixed orientations and closed rings of bonds ignored, one bond at each site stays closed to the charge. The charge then walks on a tree with three open bonds per site and gains one net step away from its start for every three hops. That net path has no returns, so its factor is 2, and $f=2/3$. On the real network a walk around a ring can change which bond is closed, and $f$ is somewhat lower, near 0.63.
- For $q=0.6$ returns dominate. Then $f=0.364$, and the charge must hop every 0.41 ps to reach the same $D$.
- For $q=0$ there are no immediate returns, $f=2$, and $\tau_{\mathrm h}=2.24$ ps.

The last case carries a warning. Deleting immediate returns from a record of hops does not leave an uncorrelated walk, because on this network the remaining hops tend to continue forward. As $q\to1$ the charge shuttles between two sites, $f\to0$, and no finite hop rate can maintain the given $D$.

The factor was tested by following the full probability distribution on the lattice for 24 hops. The growth of the mean square displacement at the last hop gave 2.000, 1.000, 0.800 and 0.364 for $q=0$, $1/4$, $1/3$ and $0.6$, in agreement with the formula.

**Drift of the whole ion.** The ion can also move bodily, carrying its charge along. If this motion is diffusive, with coefficient $D_{\mathrm v}$, and independent of the hops, the cross term between the two displacements averages to zero. The mean squares add:

$$6Dt=\frac{a^2t}{\tau}+6D_{\mathrm v}t,\qquad \tau=\frac{a^2}{6(D-D_{\mathrm v})}.$$

For a rough size, set $D_{\mathrm v}$ equal to the self-diffusion coefficient of water, about $2.3\times10^{-3}\ \mathrm{nm^2/ps}$. This leaves $7.0\times10^{-3}\ \mathrm{nm^2/ps}$ for hopping, and $\tau$ rises to 1.49 ps. Within this additive model, an ion that drifts more slowly than a water molecule gives a value between 1.12 and 1.49 ps.

**Hop length and temperature.** As another rough hop length, take 0.28 nm, a typical distance between neighbouring oxygen atoms in ordinary water. Using it with $D$ fixed multiplies the time by $(0.28/0.25)^2$ and gives 1.41 ps.

For the effect of temperature, assume that $D$ is proportional to $e^{-E/k_{\mathrm B}T}$ and that $a$ stays fixed. Because $\tau$ is inversely proportional to $D$,

$$\frac{\tau(T_2)}{\tau(T_1)}=\exp\left[\frac{E}{k_{\mathrm B}}\left(\frac1{T_2}-\frac1{T_1}\right)\right].$$

With a rough activation energy $E=0.11$ eV, warming from 298 to 308 K shortens $\tau$ from 1.12 to 0.97 ps. The second digit depends on $E$. Measured proton conductivities suggest an effective value nearer 0.13 eV over this range, falling as the temperature rises, which would give about 0.95 to 0.96 ps.

The table collects these cases. Each row changes one thing from the first row. Except in the warmed case, the total $D$ is held fixed.

| Case | Mean hop time (ps) |
|---|---:|
| Uncorrelated hops, 0.25 nm | 1.12 |
| No immediate returns, $q=0$ | 2.24 |
| Return probability $q=1/3$ | 0.90 |
| Return probability $q=0.6$ | 0.41 |
| Ion drift included | 1.49 |
| Hop length 0.28 nm | 1.41 |
| Warmed by 10 K | 0.97 |

The arithmetic supports two figures, but the physical picture supports less. The cases shown run from tenths of a picosecond to a few picoseconds, but they do not bound the mean hop time: a return probability of 0.9 would give 0.08 ps. Fixing the mean hop time would require the actual hop length, the ion drift and the full memory of direction, which $D$ alone does not supply. The return probability is not enough: for $q=1/3$ the factor $f$ was 0.8 with orientations randomised between hops, and about 0.67 or a little less with orientations kept.

## Solution to (c)

The relation can be used for a resist, but the hop time of water cannot. In a chemically amplified resist, light or electrons release acid, and the acid moves through a polymer film during a bake after exposure. There is no continuous network of liquid water to relay the charge.

Take as rough values a blur of $\sigma=10$ nm and a bake of $t=60$ s, where $\sigma$ is the root-mean-square acid displacement along one axis at the end of the bake. For free diffusion $\sigma^2=2Dt$, so

$$D_{\mathrm{resist}}=\frac{\sigma^2}{2t}=\frac{100}{120}\ \mathrm{nm^2/s}=0.833\ \mathrm{nm^2/s}.$$

The value for water is $9.3\times10^9\ \mathrm{nm^2/s}$, larger by a factor of about $10^{10}$. If it applied in the resist, the blur after 60 s would be about 1 mm in an unbounded medium, which would erase any nanometre pattern.

Formally, uncorrelated hops of 0.25 nm in the resist would be 12.5 ms apart, and hops of 1 nm would be 200 ms apart. These two times describe the same $D$. The value of $\sigma$ cannot choose between them, so a hop time for the resist has no meaning until a hop length is known from elsewhere.

A blur read from the reacted polymer is a different quantity, because the reaction records where the acid was throughout the bake. For free diffusion and a constant reaction rate, its variance along one axis is the average of $2Ds$ over all times $s$ from 0 to $t$. This is $Dt$ instead of $2Dt$, so a measured width of 10 nm would then imply twice the $D$ found above.

The assumption of free diffusion at constant $D$ is also weaker here than in water. Acid can be trapped or neutralised, and the polymer changes as it reacts. Two examples show how the result responds when the assumptions or inputs change. If all the acid moved freely for only half the bake and then stopped, the same final $\sigma$ would imply twice the $D$ during the mobile period and half the formal hop time. If the blur were 5 nm instead of 10 nm, with the bake time fixed, $D$ would be four times smaller and the formal hop time four times longer. Neither change comes near the factor of $10^{10}$ that separates the resist from water.

The main values for the resist are listed in the numerical output below.

## Values computed for the example and the checks

```
EXCESS PROTON IN WATER
D, input: 9.30e-09 m^2/s
D, converted: 9.30e-03 nm^2/ps
hop length a: 0.25 nm
a squared: 0.0625 nm^2
6 D: 0.0558 nm^2/ps
mean effective hop time: 1.120 ps
same time: 4.631e+04 atomic units
effective hop rate: 0.893 per ps
hop time for a = 0.245 nm: 1.076 ps
hop time for a = 0.255 nm: 1.165 ps
hops in 1 ns: 893
rms displacement in 1 ns: 7.47 nm
total path in 1 ns: 223 nm
SIMULATED D DIVIDED BY INPUT D (no unit)
exponential waits: 0.9995
narrower waits: 1.0030
hops of 0.15 and 0.35 nm: 0.9975
hops on a line: 0.9944
with carrier motion: 1.0006
hop time if hops lay on a line: 3.36 ps
hop time, 0.15/0.35 nm mixture: 1.30 ps
MEMORY ON A TETRAHEDRAL NETWORK
return prob. 0.000, mean cosine 0.333, f 2.000, hop time 2.24 ps
return prob. 0.250, mean cosine 0.000, f 1.000, hop time 1.12 ps
return prob. 0.333, mean cosine -0.111, f 0.800, hop time 0.90 ps
return prob. 0.600, mean cosine -0.467, f 0.364, hop time 0.41 ps
OTHER NEGLECTED EFFECTS (rough inputs)
carrier D: 2.30e-03 nm^2/ps
D left for hopping: 7.00e-03 nm^2/ps
hop time with carrier motion: 1.49 ps
hop time for a = 0.28 nm: 1.41 ps
temperature: 298 K; warming: 10 K
activation energy: 0.11 eV
hop time after warming: 0.97 ps
ACID IN A RESIST (rough inputs)
blur per axis: 10 nm; bake time: 60 s
D in resist: 0.833 nm^2/s
D in water: 9.30e+09 nm^2/s
D water / D resist: 1.12e+10 (no unit)
formal time, 0.25 nm hops: 12.5 ms
formal time, 1 nm hops: 200 ms
blur per axis if D were that of water: 1.06 mm
```
